# Linear Stark effect of a hydrogen shell from two so(4) spins

## Problem

A hydrogen atom with a fixed nucleus has $H=\tfrac12p^2-1/r$ in atomic units ($\hbar=m_e=e=1$). Electron spin and relativity are left out. The states with $E_n=-1/(2n^2)$ form the shell $n$, with $l=0,\dots,n-1$ and $\sum_l(2l+1)=n^2$ states. Let $P$ project on this shell. A weak uniform field gives the electron the additional energy $Fz$, $F>0$. With $\mathbf L=\mathbf r\times\mathbf p$, define

$$\mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-\mathbf r/r,\qquad \mathbf K=n\mathbf A,\qquad \mathbf J_a=\tfrac12(\mathbf L-\mathbf K),\quad \mathbf J_b=\tfrac12(\mathbf L+\mathbf K).$$

1. Show that inside the shell $\mathbf J_a$ and $\mathbf J_b$ are two commuting spins, and find their size.
2. Show that $P\mathbf rP$ is a multiple of $\mathbf J_a-\mathbf J_b$, and find the factor.
3. Find the Stark shifts to first order in $F$ and their degeneracies, and express them by the parabolic node numbers $n_1,n_2$.
4. Evaluate the case $n=3$, $F=10^{-5}$, and judge whether first order suffices.

## Hints

**For 1.** Put $D=\mathbf r\cdot\mathbf p$ and bring $\mathbf A$ to the form $\mathbf r\,p^2-\mathbf p\,D-\mathbf r/r$. Find $[A_i,A_j]$ and $A^2$.

**For 2.** A commutator $[H,\mathbf G]$ has no matrix elements between states of equal energy. Try $\mathbf G=2r^2\mathbf p-\mathbf r D$.

**For 3.** Count pairs $(m_a,m_b)$ with a given difference. Then let $A_z$ act on a product function of $\xi=r+z$ and $\eta=r-z$.

## Solution

### 1. The two spins

Repeated indices are summed, $[r_i,p_j]=i\delta_{ij}$, and $\mathbf n=\mathbf r/r$. The needed commutators with $D$ are $[D,p_i]=ip_i$ and $[D,r_i]=-ir_i$.

**Form of A.** Expanding the double cross product,

$$(\mathbf p\times\mathbf L)_i=p_jr_ip_j-p_jr_jp_i=(r_ip^2-ip_i)-(D-3i)p_i=r_ip^2-p_iD+ip_i .$$

Since $[L_j,p_k]=i\epsilon_{jkl}p_l$, also $\mathbf L\times\mathbf p=-\mathbf p\times\mathbf L+2i\mathbf p$. Hence $\mathbf A=\mathbf U-\mathbf n$ with

$$U_i=(\mathbf p\times\mathbf L)_i-ip_i=r_ip^2-p_iD .$$

**Conservation.** Write $\dot O=i[H,O]$. Then $\dot{\mathbf r}=\mathbf p$, $\dot{\mathbf p}=-\mathbf r/r^3$ and $\dot D=p^2-1/r$. Inserting $p^2=2H+2/r$ gives $A_i=2r_iH+n_i-p_iD$. With $g_{ij}=\partial_jn_i=(\delta_{ij}-n_in_j)/r$ and $\partial_jg_{ij}=-2r_i/r^3$,

$$\dot n_i=\tfrac12(p_jg_{ij}+g_{ij}p_j)=\frac1rp_i-\frac{r_i}{r^3}D+\frac{ir_i}{r^3}.$$

Therefore

$$\dot A_i=2p_iH+\dot n_i+\frac{r_i}{r^3}D-p_i\Big(p^2-\frac1r\Big)=-\Big[p_i,\frac1r\Big]+\frac{ir_i}{r^3}=0,$$

because $[p_i,1/r]=ir_i/r^3$. So $\mathbf A$ maps the shell into itself.

**Commutator of A with itself.** The kinetic parts satisfy $[U_i,p^2]=2ip_ip^2-2ip_ip^2=0$ and $[U_i,D]=-iU_i$, and

$$[U_i,r_j]=-2ir_ip_j+ip_ir_j+i\delta_{ij}D,\qquad [U_i,p_j]=i\delta_{ij}p^2-ip_ip_j .$$

Insert these in $[U_i,U_j]=[U_i,r_j]p^2+r_j[U_i,p^2]-[U_i,p_j]D-p_j[U_i,D]$. The terms in $p_ip_jD$ cancel. The terms with $\delta_{ij}$ are $i[D,p^2]=-2p^2$ and twice $+p^2$ from moving $r$ to the left of $p$, so they cancel too. What remains is

$$[U_i,U_j]=-i(r_ip_j-r_jp_i)p^2=-i\epsilon_{ijk}L_kp^2 .$$

For the mixed terms, use $\mathbf U=\mathbf p\times\mathbf L-i\mathbf p$:

$$[U_i,n_j]=i(\delta_{ij}\,\mathbf p\cdot\mathbf n-p_jn_i)-\frac ir\big(\epsilon_{ijk}L_k-n_j(\mathbf n\times\mathbf L)_i\big)-g_{ij}.$$

Subtract the same expression with $i$ and $j$ exchanged. The first bracket leaves $-i(n_ip_j-n_jp_i)=-(i/r)\epsilon_{ijk}L_k$. In the second, $\mathbf n\times(\mathbf n\times\mathbf L)=-\mathbf L$ gives $-(i/r)(2-1)\epsilon_{ijk}L_k$. The symmetric $g_{ij}$ drops out. The difference is $-(2i/r)\epsilon_{ijk}L_k$, and it enters $[A_i,A_j]$ with a minus sign:

$$[A_i,A_j]=-i\epsilon_{ijk}L_k\Big(p^2-\frac2r\Big)=-2iH\epsilon_{ijk}L_k .$$

**Square of A.** From $\mathbf L\cdot\mathbf p=0$ follow $(\mathbf p\times\mathbf L)^2=p^2L^2$, $\mathbf p\cdot(\mathbf p\times\mathbf L)=0$ and $(\mathbf p\times\mathbf L)\cdot\mathbf p=2ip^2$. So $U^2=p^2L^2+2p^2-p^2=p^2(L^2+1)$. Further, $\mathbf n\cdot\mathbf U=L^2/r-i\mathbf n\cdot\mathbf p$. Adding the adjoint gives $2L^2/r+i(\mathbf p\cdot\mathbf n-\mathbf n\cdot\mathbf p)=(2/r)(L^2+1)$, since $\nabla\cdot\mathbf n=2/r$. With $\mathbf n^2=1$,

$$A^2=1+2H(L^2+1).$$

Finally, $\mathbf L\cdot\mathbf r=\mathbf L\cdot\mathbf p=0$ gives $\mathbf L\cdot\mathbf A=0$, and its adjoint gives $\mathbf A\cdot\mathbf L=0$.

**Spins.** In the shell $-2H=1/n^2$, so

$$[L_i,K_j]=i\epsilon_{ijk}K_k,\qquad [K_i,K_j]=i\epsilon_{ijk}L_k,\qquad K^2=n^2-1-L^2 .$$

The first relation holds because $\mathbf A$ is a vector. Then

$$[J_{a,i},J_{a,j}]=\tfrac14i\epsilon_{ijk}(2L_k-2K_k)=i\epsilon_{ijk}J_{a,k},$$

and likewise for $\mathbf J_b$, while $[J_{a,i},J_{b,j}]=\tfrac14i\epsilon_{ijk}(L_k+K_k-K_k-L_k)=0$. Both squares are $\tfrac14(L^2+K^2)=(n^2-1)/4=j(j+1)$, so

$$j=\frac{n-1}2 .$$

A joint multiplet of two such spins has $(2j+1)^2=n^2$ states. The shell has $n^2$ states, so it is a single multiplet, and each pair $(m_a,m_b)$ occurs once.

### 2. Position inside the shell

The rates needed for $\mathbf G=2r^2\mathbf p-\mathbf rD$ are

$$\frac{d(r^2)}{dt}=\mathbf p\cdot\mathbf r+\mathbf r\cdot\mathbf p=2D-3i,\qquad \frac{d(r_iD)}{dt}=p_iD+r_ip^2-n_i .$$

With $Dp_i=p_iD+ip_i$,

$$\dot G_i=2(2D-3i)p_i-2n_i-p_iD-r_ip^2+n_i=3p_iD-2ip_i-r_ip^2-n_i .$$

Compare this with

$$2(Hr_i+r_iH)-3A_i=(2r_ip^2-2ip_i-4n_i)-3r_ip^2+3p_iD+3n_i .$$

The two are equal, so

$$i[H,\mathbf G]=2(H\mathbf r+\mathbf rH)-3\mathbf A .$$

Take matrix elements between two states of the shell. Bound functions decay exponentially and $\mathbf G\psi$ is finite at the origin, so $H$ may act to the left without a surface term, and the left side vanishes. This leaves $4E_nP\mathbf rP=3P\mathbf AP$, or

$$P\mathbf rP=-\tfrac32n^2P\mathbf AP=-\tfrac{3n}2\mathbf K=\tfrac{3n}2(\mathbf J_a-\mathbf J_b).$$

The order of the difference follows from the sign of $\mathbf A$. If the names of the spins are exchanged, the factor becomes $-3n/2$.

The classical identity has the same form, and its time average over an orbit also gives $-\tfrac32a\mathbf A$, with $a=-1/(2E)$. At the nearest point of the orbit $D=0$ and $\mathbf A=\mathbf r(1/r-1/a)$, so $\mathbf A$ points there. The average position lies on the far side, where the electron moves slowly.

The replacement is a statement about matrix elements within one shell. For instance, $x$ and $y$ commute, but

$$[PxP,PyP]=\tfrac94n^2[K_x,K_y]=\tfrac94n^2\,iL_z .$$

The missing part of the product $xy$ runs through states outside the shell, both the other bound shells and the continuum. For the same reason $Pr^2P$ may not be computed as the square of $P\mathbf rP$.

### 3. Shifts, degeneracies and node numbers

The first-order shifts are the eigenvalues of $PFzP=\tfrac{3n}2F(J_{a,z}-J_{b,z})$. The two components commute, so

$$\Delta E=\tfrac{3n}2F\,k,\qquad k=m_a-m_b=-(n-1),\dots,n-1 .$$

For given $k$ both $m_b$ and $m_b+k$ must lie between $-j$ and $j$. This leaves $2j+1-|k|=n-|k|$ choices, which is the degeneracy. A passive electron spin doubles it. Since $L_z=J_{a,z}+J_{b,z}$, the magnetic number is $m=2m_b+k$. Within a level it runs from $-(n-1-|k|)$ to $n-1-|k|$ in steps of 2.

**Parabolic functions.** For $\xi=r+z$, $\eta=r-z$ one has $|\nabla\xi|^2=2\xi/r$, $\nabla^2\xi=2/r$, the same for $\eta$, and $\nabla\xi\cdot\nabla\eta=0$. The squared distance from the axis is $\xi\eta$. On functions with angular factor $e^{im\varphi}$ this gives

$$\nabla^2=\frac2r(B_\xi+B_\eta),\qquad B_\xi=\partial_\xi\,\xi\,\partial_\xi-\frac{m^2}{4\xi},$$

and $B_\eta$ likewise. The Schrödinger equation $H\psi=E_n\psi$, multiplied by $-r$, reads $(B_\xi+B_\eta+1)\psi=\frac{\xi+\eta}{4n^2}\psi$. It separates for $\psi=f_1(\xi)f_2(\eta)e^{im\varphi}$:

$$B_\xi f_1=\Big(\frac\xi{4n^2}-\beta_1\Big)f_1,\qquad B_\eta f_2=\Big(\frac\eta{4n^2}-\beta_2\Big)f_2,\qquad \beta_1+\beta_2=1 .$$

Put $f_1=u^{|m|/2}e^{-u/2}w(u)$ with $u=\xi/n$. Then

$$uw''+(|m|+1-u)w'+\big(n\beta_1-\tfrac{|m|+1}2\big)w=0 .$$

For a polynomial $w$ of degree $n_1$ the highest power requires $n\beta_1=n_1+\tfrac{|m|+1}2$, and similarly for $n_2$. Adding the two gives $n=n_1+n_2+|m|+1$.

**Action of $A_z$.** Here $\mathbf r\cdot\nabla=\xi\partial_\xi+\eta\partial_\eta$ and $\partial_z=(\xi\partial_\xi-\eta\partial_\eta)/r$, while $(\xi\partial_\xi)^2=\xi B_\xi+m^2/4$. From $A_z=-z\nabla^2+\partial_z(\mathbf r\cdot\nabla)-z/r$,

$$A_z=\frac1r\big[-(\xi-\eta)(B_\xi+B_\eta)+\xi B_\xi-\eta B_\eta\big]-\frac zr=\frac1r(\eta B_\xi-\xi B_\eta)-\frac{\xi-\eta}{2r}.$$

On $\psi$ the terms in $\xi\eta$ cancel. With $\beta_1+\beta_2=1$ and $\xi+\eta=2r$,

$$A_z\psi=\frac{\xi(2\beta_2-1)+\eta(1-2\beta_1)}{2r}\psi=(\beta_2-\beta_1)\psi=-\frac{n_1-n_2}n\psi .$$

So $J_{a,z}-J_{b,z}=-K_z$ has the value $n_1-n_2$, and

$$\boxed{\Delta E=\tfrac32n(n_1-n_2)F,\qquad\text{degeneracy } n-|n_1-n_2|.}$$

For given $k$ and $m$, $n_1=\tfrac12(n-1-|m|+k)$ and $n_2=\tfrac12(n-1-|m|-k)$. A state with $n_1>n_2$ has mean position $\langle z\rangle=\tfrac32n(n_1-n_2)>0$, where $Fz$ is positive, so its energy rises. For $n=1$ both spins are zero and there is no linear shift. In higher shells, states of opposite parity are degenerate and can combine into states with a permanent dipole.

### 4. The shell n = 3

Here $j=1$ and $3n/2=4.5$ bohr. The field $F=10^{-5}$ is $5.14\times10^6$ V/m. Neighbouring levels are $4.5\times10^{-5}$ hartree apart, or $9.88\ \mathrm{cm^{-1}}$. The outer levels lie at $\pm2\times4.5\times10^{-5}=\pm9.0\times10^{-5}$ hartree, or $\pm19.75\ \mathrm{cm^{-1}}$. From $k=2$ down to $k=-2$ the degeneracies are 1, 2, 3, 2, 1, with sum 9.

The $m=0$ states can be treated in the spherical basis as well. By parity $z$ connects 3s with 3p and 3p with 3d, but has no diagonal or 3s–3d element. Quadrature over the hydrogen functions gives magnitudes 7.348 and 5.196 bohr. The eigenvalues $\lambda$ of this three-by-three matrix obey $\lambda(\lambda^2-7.348^2-5.196^2)=0$, so $\lambda=0,\pm9.00$ bohr. These are $4.5k$ with $k=0,\pm2$.

To see what first order omits, $H+Fz$ was diagonalized in the functions $r^le^{-r/3}L_q^{2l+1}(2r/3)Y_{lm}$ with $q+l+1\le9$. The shifts, in $10^{-5}$ hartree, are:

| $k$ | $\lvert m\rvert$ | $n_1,n_2$ | first order | large basis |
|---|---|---|---|---|
| 2 | 0 | 2, 0 | 9.0 | 8.9919 |
| 1 | 1 | 1, 0 | 4.5 | 4.4919 |
| 0 | 0 | 1, 1 | 0 | −0.0087 |
| 0 | 2 | 0, 0 | 0 | −0.0069 |
| −1 | 1 | 0, 1 | −4.5 | −4.5081 |
| −2 | 0 | 0, 2 | −9.0 | −9.0081 |

All levels lie slightly below the linear law, by at most $8.7\times10^{-8}$ hartree, which is 0.2% of the level spacing. Reflection $z\to-z$ turns $F$ into $-F$ and $k$ into $-k$, so the mean of the shifts for $k$ and $-k$ at equal $|m|$ contains even powers of $F$ alone. For $|k|=2$ this mean is $-8.1\times10^{-8}$ hartree, essentially the whole departure. The $k=0$ level also splits between $m=0$ and $|m|=2$, so its threefold degeneracy belongs to first order. The states $\pm m$ stay together, because reflection in a plane containing the field exchanges them.

Three conditions limit the result:

- **Other shells must be far away.** The largest shift is 0.4% of the gap of 0.0243 hartree to $n=4$. For large $n$ the largest shift is about $\tfrac32n^2F$ and the gap about $n^{-3}$, so the condition is $n^5F\ll1$. It keeps the departure from the linear law small against the level spacing $\tfrac32nF$: for the lowest level at $n=20$ or $30$ the departure is about $0.6\,n^5F$ spacings. Relative to the shift itself the error is smaller, about 3 to 4% for $n=20$ and 2% for $n=30$ at $n^5F=1$.
- **Fine structure must be small.** The Dirac energies of $n=3$ spread over $6.6\times10^{-7}$ hartree, 1.5% of the Stark spacing. This exceeds the departure from linearity found above. For real hydrogen at this field, fine structure is therefore the larger of the two omissions; in the field it lowers the levels by 0.8 to $4.8\times10^{-7}$ hartree. The finite proton mass matters at a similar level as the nonlinearity: the linear shifts are divided by the reduced mass 0.99946, which moves the outer levels by $4.9\times10^{-8}$ hartree, to $\pm19.76\ \mathrm{cm^{-1}}$.
- **Escape must be slow.** Far out at negative $z$ the energy $Fz$ falls without limit, so the states are resonances. On the axis the barrier top is at $-2\sqrt F\approx-0.006$ hartree, far above the shell at $-0.056$ hartree. Perturbation theory in powers of $F$ gives the shifts but not the decay rate.

## Variation 1: nuclear charge Z

Replace the attraction by $-Z/r$. With $\mathbf r=\mathbf s/Z$ and $\mathbf p=Z\mathbf p_s$,

$$\tfrac12p^2-\frac Zr=Z^2\Big(\tfrac12p_s^2-\frac1s\Big).$$

The bracket is the hydrogen problem in $\mathbf s$, so $P\mathbf sP=\tfrac{3n}2(\mathbf J_a-\mathbf J_b)$ and

$$P\mathbf rP=\frac{3n}{2Z}(\mathbf J_a-\mathbf J_b),\qquad \Delta E=\frac{3n}{2Z}(n_1-n_2)F .$$

The degeneracies are unchanged. For $Z=2$, $n=3$ and the same field the spacing halves to $2.25\times10^{-5}$ hartree. Shell gaps grow as $Z^2$, so the first condition becomes $n^5F\ll Z^3$.

## Variation 2: an added magnetic field

Add a uniform magnetic field $\mathbf B$ and let the electric energy be $\mathbf F\cdot\mathbf r$. For charge $-1$ the kinetic energy is $\tfrac12(\mathbf p+\tfrac12\mathbf B\times\mathbf r)^2$, in units where $\mathbf B$ enters in this way. Its linear part is $\tfrac12\mathbf B\cdot\mathbf L$. Electron spin and the term quadratic in $\mathbf B$ are dropped. The spin term $\mathbf B\cdot\mathbf S$ is as large as the orbital one, but without spin-orbit coupling it only adds $\pm B/2$ to every level below. The quadratic term is $\tfrac18B^2$ times the squared distance from the axis of $\mathbf B$; for 3s at $B=9\times10^{-5}$ (21 T), where $B/2$ equals the Stark spacing found above, it is $1.4\times10^{-7}$ hartree, and it grows as $n^4B^2$. Since $\mathbf L=\mathbf J_a+\mathbf J_b$,

$$P\big(\mathbf F\cdot\mathbf r+\tfrac12\mathbf B\cdot\mathbf L\big)P=\boldsymbol\omega_a\cdot\mathbf J_a+\boldsymbol\omega_b\cdot\mathbf J_b,\qquad \boldsymbol\omega_{a,b}=\tfrac12\mathbf B\pm\tfrac{3n}2\mathbf F .$$

The spins commute, so each may be quantized along its own vector:

$$\Delta E=m_a|\boldsymbol\omega_a|+m_b|\boldsymbol\omega_b| .$$

For perpendicular fields both lengths equal $\tfrac12\sqrt{B^2+9n^2F^2}$. The levels are then equally spaced and labelled by $q=m_a+m_b$, with degeneracy $n-|q|$. For parallel fields, with both spins quantized along the common axis, the shift is $\tfrac12Bm+\tfrac{3n}2Fk$. The magnetic term then separates all $n-|k|$ states of a Stark level, since they differ in $m$. States from different Stark levels can still coincide if $B$ and $3nF$ are in a suitable ratio.
